# Averaging a shielding over ammonia inversion states: what one well misses: a numerical check

```python
"""
Shielding averaged over the inversion states of an ammonia-like double well.

Model: V(x) = Vb (1 - x^2/a^2)^2, constant reduced mass mu, y = x/a, s = y^2.
omega^2 = 8 Vb/(mu a^2),  h = hbar/(mu omega a^2) = hbar omega/(8 Vb).
H/(hbar omega) = -(h/2) d^2/dy^2 + (1 - y^2)^2/(8 h),  eps = E/(hbar omega).

Result under test: the expansion about one minimum gives
    <s>_v = 1 - (2v+1) h - (3v^2+3v+1) h^2 + ...
with one value per v, whereas the true eigenstates come in even/odd pairs with
different <s>.  For every eigenstate <s> = 1 - 2 h eps + 6 h^2 d(eps)/dh.
Shielding surface: sigma(x) - sigma(a) = D (1 - s).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, expm

Y_MAX, N_HALF = 3.0, 180
DY = Y_MAX / N_HALF
Y_HALF = (np.arange(N_HALF) + 0.5) * DY


def sinc_kinetic(d, h):
    """Matrix element of -(h/2) d^2/dy^2 between sinc functions d points apart."""
    d = np.asarray(d)
    safe = np.where(d == 0, 1, d).astype(float)
    value = np.where(d == 0, np.pi**2 / 3, 2 / safe**2)
    sign = np.where(d % 2 == 0, 1.0, -1.0)
    return h / (2 * DY**2) * sign * value


def solve_parity(h, parity):
    """Energies and squared amplitudes on y > 0 for parity +1 or -1."""
    i = np.arange(N_HALF)
    ham = sinc_kinetic(i[:, None] - i[None, :], h)
    ham = ham + parity * sinc_kinetic(i[:, None] + i[None, :] + 1, h)
    ham = ham + np.diag((1 - Y_HALF**2)**2 / (8 * h))
    energy, vec = eigh(ham)
    return energy, vec**2


def levels(h, parity):
    """Energies and <s> of all states of one parity."""
    energy, weight = solve_parity(h, parity)
    return energy, (Y_HALF**2) @ weight


def richardson(f, h):
    """Limit of f at h -> 0 with the linear error removed."""
    return 2 * f(h / 2) - f(h)


# ---------------- chosen model parameters ----------------
mass_h, mass_n = 1.0, 14.0            # u
a_angstrom = 0.38
barrier_cm = 2000.0
d_ppm = -20.0                         # sigma(planar) - sigma(minimum)
temperature = 300.0

mu_u = 3 * mass_h * mass_n / (3 * mass_h + mass_n)
mu = mu_u * const.atomic_mass
a = a_angstrom * 1e-10
joule_per_cm = const.h * const.c * 100
omega = np.sqrt(8 * barrier_cm * joule_per_cm / (mu * a**2))
quantum_cm = const.hbar * omega / joule_per_cm
h0 = const.hbar / (mu * omega * a**2)

e_even, s_even = levels(h0, +1)
e_odd, s_odd = levels(h0, -1)

# ---------------- independent solution in an oscillator basis ----------------
n_basis, pad = 120, 8
lower = np.diag(np.sqrt(np.arange(1.0, n_basis + pad)), 1)
y_mat = np.sqrt(h0 / 2) * (lower + lower.T)
y2_big = y_mat @ y_mat
p2_big = -(lower - lower.T) @ (lower - lower.T) / 2
one = np.eye(n_basis + pad)
ham_big = p2_big / 2 + (one - 2 * y2_big + y2_big @ y2_big) / (8 * h0)
ham_osc = ham_big[:n_basis, :n_basis]
y2_osc = y2_big[:n_basis, :n_basis]
e_osc, c_osc = eigh(ham_osc)
s_osc = np.einsum('in,ij,jn->n', c_osc, y2_osc, c_osc)
e_grid = np.ravel(np.column_stack((e_even[:4], e_odd[:4])))
s_grid = np.ravel(np.column_stack((s_even[:4], s_odd[:4])))
assert np.allclose(e_grid, e_osc[:8], atol=1e-7)
assert np.allclose(s_grid, s_osc[:8], atol=1e-6)

# ---------------- exact relation between <s> and the energy ----------------
dh = 1e-4
slopes = {}
for parity, e_ref, s_ref in ((1, e_even, s_even), (-1, e_odd, s_odd)):
    slope = (levels(h0 + dh, parity)[0][:4]
             - levels(h0 - dh, parity)[0][:4]) / (2 * dh)
    slopes[parity] = slope
    relation = 1 - 2 * h0 * e_ref[:4] + 6 * h0**2 * slope
    assert np.allclose(relation, s_ref[:4], atol=1e-5)
split = e_odd[:4] - e_even[:4]
gap = s_odd[:4] - s_even[:4]
gap_from_split = -2 * h0 * split + 6 * h0**2 * (slopes[-1] - slopes[1])

# ---------------- small-h limits of the one-well expansion ----------------
def energy_coefficient(h):
    v = np.arange(3)
    return (levels(h, 1)[0][:3] - (v + 0.5)) / h


def second_coefficient(h):
    v = np.arange(3)
    return (levels(h, 1)[1][:3] - (1 - (2 * v + 1) * h)) / h**2


def other_property_coefficient(h):
    weight = solve_parity(h, 1)[1][:, :3]
    return ((1 / (1 + Y_HALF**2)) @ weight - 0.5) / h


v3 = np.arange(3)
poly = 3 * v3**2 + 3 * v3 + 1
assert np.allclose(richardson(energy_coefficient, 0.004), -poly / 4, rtol=0.02)
assert np.allclose(richardson(second_coefficient, 0.004), -poly, rtol=0.02)
# P = 1/(1+y^2) has P' = -1/2 and P'' = 1/2 at y = 1
p_first, p_second, cubic_ratio = -0.5, 0.5, 3.0
expected = (v3 + 0.5) * (p_second - cubic_ratio * p_first) / 2
assert np.allclose(richardson(other_property_coefficient, 0.004),
                   expected, rtol=0.01)

# ---------------- left well replaced by a wall ----------------
y_full = np.concatenate((-Y_HALF[::-1], Y_HALF))
index = np.arange(2 * N_HALF)
v_wall = np.where(y_full > 0, (1 - y_full**2)**2, 1 + 2 * y_full**2) / (8 * h0)
e_wall, c_wall = eigh(sinc_kinetic(index[:, None] - index[None, :], h0)
                      + np.diag(v_wall))
s_wall = (y_full**2) @ c_wall[:, 0]**2
assert e_even[0] < e_wall[0] < e_odd[0]
assert e_wall[1] - e_wall[0] > 100 * split[0]
assert abs(s_wall - (s_even[0] + s_odd[0]) / 2) < gap[0]

# ---------------- how error and parity gap shrink with h ----------------
scan = []
for h in (0.08, 0.06, 0.04, 0.03):
    se, so = levels(h, 1)[1][0], levels(h, -1)[1][0]
    scan.append((h, ((se + so) / 2 - (1 - h)) / h**2, (so - se) / h**2))
assert all(-2 < row[1] < -0.95 for row in scan)
assert 0 < scan[-1][2] < 1e-4 * scan[0][2]

# ---------------- state dependence in the example ----------------
v4 = np.arange(4)
s_mean = (s_even[:4] + s_odd[:4]) / 2
s_first = 1 - (2 * v4 + 1) * h0
s_next = s_first - (3 * v4**2 + 3 * v4 + 1) * h0**2
assert gap[0] > 0 and gap[1] > 5 * gap[0]
lowest = int(np.argmin(s_grid))
assert 0 < lowest < 7 and s_grid[7] > s_grid[lowest] + 0.05

# ---------------- thermal average ----------------
kt_cm = const.k * temperature / joule_per_cm
beta = quantum_cm / kt_cm
e_all = np.concatenate((e_even, e_odd))
s_all = np.concatenate((s_even, s_odd))
boltz = np.exp(-beta * (e_all - e_even[0]))
s_thermal = boltz @ s_all / boltz.sum()
pop_even, pop_odd = boltz[0] / boltz.sum(), boltz[N_HALF] / boltz.sum()
rho = expm(-beta * (ham_osc - e_osc[0] * np.eye(n_basis)))
assert abs(np.trace(rho @ y2_osc) / np.trace(rho) - s_thermal) < 1e-6
s_thermal_first = 1 - h0 / np.tanh(beta / 2)

# ---------------- output ----------------
print(f"masses H, N: {mass_h:.0f}, {mass_n:.0f} u; reduced mass {mu_u:.4f} u")
print(f"a = {a_angstrom:.2f} angstrom; barrier = {barrier_cm:.0f} cm^-1")
print(f"D = {d_ppm:.0f} ppm; temperature = {temperature:.0f} K")
print(f"harmonic quantum = {quantum_cm:.1f} cm^-1; h = {h0:.5f}")
print("state, E above well bottom (cm^-1), <s>, shielding shift (ppm)")
for n in range(8):
    name = f"{n // 2}{'+-'[n % 2]}"
    print(f"  {name} {e_grid[n] * quantum_cm:9.2f} {s_grid[n]:.5f}"
          f" {d_ppm * (1 - s_grid[n]):8.3f}")
print(f"state with smallest <s>: {lowest // 2}{'+-'[lowest % 2]}")
print("v, <s>: doublet mean, one-well first order, one-well next order")
for v in range(4):
    print(f"  {v} {s_mean[v]:.5f} {s_first[v]:.5f} {s_next[v]:.5f}")
print("v, shift (ppm): doublet mean, one-well first order, next order")
for v in range(4):
    print(f"  {v} {d_ppm * (1 - s_mean[v]):8.3f}"
          f" {d_ppm * (1 - s_first[v]):8.3f} {d_ppm * (1 - s_next[v]):8.3f}")
print("v, splitting (cm^-1), gap in <s>, gap from splitting, gap (ppm)")
for v in range(4):
    print(f"  {v} {split[v] * quantum_cm:9.3f} {gap[v]:.5f}"
          f" {gap_from_split[v]:.5f} {-d_ppm * gap[v]:8.4f}")
print(f"wall potential: ground level {e_wall[0] * quantum_cm:.2f} cm^-1,"
      f" <s> = {s_wall:.5f}")
print(f"wall potential: next level {e_wall[1] * quantum_cm:.2f} cm^-1")
print("h, (v=0 mean - first order)/h^2, (v=0 parity gap)/h^2")
for h, error, parity_gap in scan:
    print(f"  {h:.2f} {error:.4f} {parity_gap:.3e}")
print(f"kT = {kt_cm:.2f} cm^-1; populations 0+, 0-:"
      f" {pop_even:.5f}, {pop_odd:.5f}")
print(f"thermal <s>: all states {s_thermal:.5f},"
      f" one-well first order {s_thermal_first:.5f}")
print(f"thermal shift: all states {d_ppm * (1 - s_thermal):.4f} ppm,"
      f" one-well first order {d_ppm * (1 - s_thermal_first):.4f} ppm")
print("every check passed")
```

Running it gives:

```
masses H, N: 1, 14 u; reduced mass 2.4706 u
a = 0.38 angstrom; barrier = 2000 cm^-1
D = -20 ppm; temperature = 300 K
harmonic quantum = 1229.7 cm^-1; h = 0.07685
state, E above well bottom (cm^-1), <s>, shielding shift (ppm)
  0+    587.86 0.91315   -1.737
  0-    589.36 0.91746   -1.651
  1+   1591.84 0.61892   -7.622
  1-   1665.39 0.76327   -4.735
  2+   2284.91 0.53763   -9.247
  2-   2705.93 0.78038   -4.392
  3+   3294.15 0.83476   -3.305
  3-   3931.97 0.92240   -1.552
state with smallest <s>: 2+
v, <s>: doublet mean, one-well first order, one-well next order
  0 0.91531 0.92315 0.91724
  1 0.69110 0.76944 0.72809
  2 0.65900 0.61573 0.50350
  3 0.87858 0.46202 0.24347
v, shift (ppm): doublet mean, one-well first order, next order
  0   -1.694   -1.537   -1.655
  1   -6.178   -4.611   -5.438
  2   -6.820   -7.685   -9.930
  3   -2.428  -10.760  -15.131
v, splitting (cm^-1), gap in <s>, gap from splitting, gap (ppm)
  0     1.498 0.00431 0.00431   0.0863
  1    73.551 0.14435 0.14435   2.8870
  2   421.023 0.24275 0.24275   4.8550
  3   637.814 0.08765 0.08765   1.7529
wall potential: ground level 588.63 cm^-1, <s> = 0.91537
wall potential: next level 1628.26 cm^-1
h, (v=0 mean - first order)/h^2, (v=0 parity gap)/h^2
  0.08 -1.3487 9.168e-01
  0.06 -1.2270 1.267e-01
  0.04 -1.1348 1.447e-03
  0.03 -1.0961 1.185e-05
kT = 208.51 cm^-1; populations 0+, 0-: 0.49826, 0.49469
thermal <s>: all states 0.91361, one-well first order 0.92272
thermal shift: all states -1.7278 ppm, one-well first order -1.5456 ppm
every check passed
```
